# Elongation of a Fixed-Height Strained Island in the Tersoff-Tromp Energy: test program

```python
"""
Shape instability of a strained island of fixed height h.
Energy (Tersoff-Tromp), sides s and t, volume V = h*s*t:
  E = 2*Gamma*h*(s+t) - 2*c*h^2*[t*ln(s/(phi*h)) + s*ln(t/(phi*h))]
Result under test: the best square has side alpha0 = e*phi*h*exp(Gamma/(c*h));
at fixed volume a square of side a is unstable to elongation for a > e*alpha0.
Gamma: facet energy cost, c: elastic relaxation constant,
phi = exp(-3/2)*cot(theta), theta: facet angle, w = h*cot(theta): facet width.
Shape variable x: s = a*exp(-x), t = a*exp(x); L = ln(a/alpha0).
Lengths in nm and energies in eV unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge, k as boltzmann
from scipy.optimize import brentq, minimize_scalar

# ---------- inputs: rough, rounded values for an island on silicon ----------
mu_gpa, nu = 60.0, 0.20
misfit = 0.025
height = 2.5
theta = np.radians(25.0)
gamma_top = gamma_facet = 8.0
temperature = 800.0
burgers = 0.384
C11, C12, C44 = 166.0, 64.0, 80.0        # GPa, cubic silicon, rough
GPA = 1e9 * 1e-27 / charge               # one GPa in eV/nm^3

biaxial_gpa = 2 * mu_gpa * (1 + nu) / (1 - nu)
stress_gpa = biaxial_gpa * misfit
c_el = stress_gpa**2 * (1 - nu) / (2 * np.pi * mu_gpa) * GPA
Gamma = gamma_facet / np.sin(theta) - gamma_top / np.tan(theta)
phi = np.exp(-1.5) / np.tan(theta)
facet_width = height / np.tan(theta)
alpha0 = np.e * phi * height * np.exp(Gamma / (c_el * height))
threshold = np.e * alpha0


def energy_tt(s, t, h=height):
    logs = t * np.log(s / (phi * h)) + s * np.log(t / (phi * h))
    return 2 * Gamma * h * (s + t) - 2 * c_el * h**2 * logs


def end_terms(s, t):
    d = np.hypot(s, t)
    return (t * np.log(2 * t / (t + d)) + s * np.log(2 * s / (s + d))
            - 2 * (s + t - d))


def energy_full(s, t):
    return energy_tt(s, t) - 2 * c_el * height**2 * end_terms(s, t)


def at_shape(energy, a, x):
    return energy(a * np.exp(-x), a * np.exp(x))


def curvature(energy, a, dx=1e-3):
    return (at_shape(energy, a, dx) + at_shape(energy, a, -dx)
            - 2 * at_shape(energy, a, 0.0)) / dx**2


def best_shape(energy, a):
    grid = np.linspace(0, 6, 1201)
    i = int(np.argmin(at_shape(energy, a, grid)))
    lo, hi = grid[max(i - 1, 0)], grid[min(i + 1, 1200)]
    return minimize_scalar(lambda x: at_shape(energy, a, x), bounds=(lo, hi),
                           method="bounded", options={"xatol": 1e-10}).x


def best_square(energy):
    r = minimize_scalar(lambda q: energy(alpha0 * np.exp(q), alpha0 * np.exp(q))
                        / (height * alpha0**2 * np.exp(2 * q)),
                        bounds=(-1.0, 3.0), method="bounded",
                        options={"xatol": 1e-10})
    return alpha0 * np.exp(r.x), r.fun


def elongation(a):
    """Positive root of L = x*coth(x), or zero below threshold."""
    L = np.log(a / alpha0)
    return 0.0 if L <= 1 else brentq(lambda x: x / np.tanh(x) - L, 1e-6, L + 1)


# ---------- half-space under a sinusoidal tangential load ----------
X, Z = sp.symbols("X Z", real=True)
K, M, N, F = sp.symbols("K M N F", positive=True)
A, B, P, Q = sp.symbols("A B P Q")
lam = 2 * M * N / (1 - 2 * N)
ux = sp.exp(-K * Z) * (A + B * Z) * sp.sin(K * X)
uz = sp.exp(-K * Z) * (P + Q * Z) * sp.cos(K * X)
div = sp.diff(ux, X) + sp.diff(uz, Z)
conditions = []
for u, var, wave in ((ux, X, sp.sin(K * X)), (uz, Z, sp.cos(K * X))):
    balance = ((lam + M) * sp.diff(div, var)
               + M * (sp.diff(u, X, 2) + sp.diff(u, Z, 2)))
    reduced = sp.expand(sp.simplify(balance * sp.exp(K * Z) / wave))
    conditions += [reduced.coeff(Z, 0), reduced.coeff(Z, 1)]
shear = (M * (sp.diff(ux, Z) + sp.diff(uz, X))).subs(Z, 0)
normal = (lam * div + 2 * M * sp.diff(uz, Z)).subs(Z, 0)
conditions += [sp.simplify(shear / sp.sin(K * X)) + F,
               sp.simplify(normal / sp.cos(K * X))]
solution = sp.solve(conditions, [A, B, P, Q], dict=True)[0]
assert sp.simplify(solution[A] - F * (1 - N) / (M * K)) == 0

# ---------- surface energy of the frustum from its vertices ----------
s0, t0 = 60.0, 90.0
signs = np.array([[1, 1], [-1, 1], [-1, -1], [1, -1]])
low = np.array([[i * (s0 + facet_width) / 2, j * (t0 + facet_width) / 2, 0]
                for i, j in signs])
top = np.array([[i * (s0 - facet_width) / 2, j * (t0 - facet_width) / 2, height]
                for i, j in signs])
side_area = sum(0.5 * np.linalg.norm(np.cross(top[(i + 1) % 4] - low[i],
                                              top[i] - low[(i + 1) % 4]))
                for i in range(4))
flat_change = ((s0 - facet_width) * (t0 - facet_width)
               - (s0 + facet_width) * (t0 + facet_width))
surface = gamma_facet * side_area + gamma_top * flat_change
assert abs(surface / (2 * Gamma * height * (s0 + t0)) - 1) < 1e-10


# ---------- elastic energy by Fourier sums, in units of -2*c*h^2 ----------
def profile(k, length, w):
    return (length * np.sinc(k * length / (2 * np.pi))
            * np.sinc(k * w / (2 * np.pi)))


k_line = np.arange(0, 10000, 0.01)
strip = np.sum(k_line * profile(k_line, 1.0, 0.1)**2) * 0.01 / np.pi
strip_numeric = np.pi / 2 * strip
strip_formula = np.log(np.exp(1.5) / 0.1)
# finite facet width shifts the logarithm by about w^2/(12*s^2)
assert abs(strip_numeric - strip_formula) < 2e-3


def rectangle_fourier(s, t, w, box=16.0):
    dk = 2 * np.pi / box
    k = dk * np.arange(int(60 / w / dk))
    weight = np.full(k.size, 2.0)
    weight[0] = 1.0
    ps = weight * profile(k, s, w)**2
    pt = weight * profile(k, t, w)**2
    total = 0.0
    for i in range(0, k.size, 200):
        part = np.sqrt(k[i:i + 200, None]**2 + k[None, :]**2)
        total += ps[i:i + 200] @ (part @ pt)
    return np.pi / 2 * total * (dk / (2 * np.pi))**2


def rectangle_logs(s, t, w):
    return t * np.log(s * np.exp(1.5) / w) + s * np.log(t * np.exp(1.5) / w)


w_test, x_test = 0.03, 0.7
s1, t1 = np.exp(-x_test), np.exp(x_test)
# differences at equal area remove the shape-independent corner energy
change_numeric = (rectangle_fourier(s1, t1, w_test)
                  - rectangle_fourier(1.0, 1.0, w_test))
change_logs = rectangle_logs(s1, t1, w_test) - rectangle_logs(1.0, 1.0, w_test)
change_full = change_logs + end_terms(s1, t1) - end_terms(1.0, 1.0)
assert abs(change_numeric - change_full) < 2e-3
assert abs(change_numeric - change_logs) > 0.1

# ---------- optimum, threshold and elongated branch ----------
square_tt, density_tt = best_square(energy_tt)
assert abs(square_tt / alpha0 - 1) < 1e-5
threshold_numeric = alpha0 * brentq(
    lambda r: curvature(energy_tt, r * alpha0), 1.5, 5.0)
assert abs(threshold_numeric / threshold - 1) < 1e-5
xs = np.linspace(0.01, 6, 600)
below = 0.99 * threshold
assert np.all(at_shape(energy_tt, below, xs) > at_shape(energy_tt, below, 0.0))
above = 1.01 * threshold
assert at_shape(energy_tt, above, 0.05) < at_shape(energy_tt, above, 0.0)

sizes = (100.0, 130.0, 150.0, 200.0, 300.0)
for a in sizes:
    x_direct, x_law = best_shape(energy_tt, a), elongation(a)
    assert abs(x_direct - x_law) < 1e-4
    if x_law > 0:
        width_law = alpha0 * np.exp(2 * x_law / np.expm1(2 * x_law))
        assert abs(a * np.exp(-x_direct) / width_law - 1) < 1e-4
x_far = best_shape(energy_tt, alpha0 * np.exp(5.0))
assert abs(np.exp(5.0 - x_far) - 1) < 2e-3

eps = 0.01
a_near = threshold * np.exp(eps)
gain_near = (at_shape(energy_tt, a_near, 0.0)
             - at_shape(energy_tt, a_near, best_shape(energy_tt, a_near)))
gain_law = 3 * c_el * height**2 * a_near * eps**2
assert abs(gain_near / gain_law - 1) < 0.03

# ---------- effect of the end terms ----------
square_full, density_full = best_square(energy_full)
threshold_full = alpha0 * brentq(
    lambda r: curvature(energy_full, r * alpha0), 1.0, 4.0)
ratio_full = threshold_full / square_full
assert abs(ratio_full / np.exp(-(3 - 2 * np.sqrt(2))) - 1) < 1e-5
long_side = 1e10
wire = minimize_scalar(lambda q: energy_full(alpha0 * np.exp(q), long_side)
                       / (height * alpha0 * np.exp(q) * long_side),
                       bounds=(-1, 2), method="bounded",
                       options={"xatol": 1e-10})
assert abs(np.exp(wire.x) - 1) < 1e-4
x_scan = np.linspace(0.05, 6, 1000)
dx = 1e-4
slope = (end_terms(np.exp(-x_scan - dx), np.exp(x_scan + dx))
         - end_terms(np.exp(-x_scan + dx), np.exp(x_scan - dx))) / (2 * dx)
L_branch = x_scan / np.tanh(x_scan) - slope / (2 * np.sinh(x_scan))
first_elongated = np.exp(L_branch.min())


# ---------- cubic anisotropy of the substrate ----------
def tangential_compliance(c11, c33, c13, c55):
    """Surface displacement times wave number per unit tangential load."""
    roots = np.roots([c55 * c33, (c13 + c55)**2 - c55**2 - c11 * c33,
                      c11 * c55]).astype(complex)
    p = np.sqrt(roots)
    vertical = (c55 * p**2 - c11) / (1j * p * (c13 + c55))
    shear_row = -c55 * (-p + 1j * vertical)
    normal_row = 1j * c13 - c33 * p * vertical
    return np.sum(np.linalg.solve(np.array([shear_row, normal_row]),
                                  np.array([1.0, 0.0]))).real


lam_iso = 2 * mu_gpa * nu / (1 - 2 * nu)
near_iso = tangential_compliance(lam_iso + 2 * mu_gpa, lam_iso + 2 * mu_gpa,
                                 lam_iso, mu_gpa * (1 + 1e-4))
assert abs(near_iso * mu_gpa / (1 - nu) - 1) < 1e-3
stress_cubic = (C11 + C12 - 2 * C12**2 / C11) * misfit
alpha_cubic = []
for c_long in (C11, (C11 + C12 + 2 * C44) / 2):
    comp = tangential_compliance(c_long, C11, C12, C44)
    c_dir = stress_cubic**2 * comp / (2 * np.pi) * GPA
    alpha_cubic.append(np.e * phi * height * np.exp(Gamma / (c_dir * height)))


# ---------- dislocations, temperature, height ----------
def critical_thickness(line_factor, edge_fraction):
    """Balance: mu*b^2*line_factor*(ln(h/b)+1)/(4*pi*(1-nu)) = stress*h*b_edge."""
    pre = (mu_gpa * burgers * line_factor
           / (4 * np.pi * (1 - nu) * stress_gpa * edge_fraction))
    return brentq(lambda h: h - pre * (np.log(h / burgers) + 1), pre, 100.0)


h_mixed = critical_thickness(1 - nu / 4, 0.5)
h_edge = critical_thickness(1.0, 1.0)
kT = boltzmann * temperature / charge
eps_thermal = np.sqrt(kT / (3 * c_el * height**2 * threshold))
a_taller = threshold / np.sqrt(1.1)
height_change = (energy_tt(a_taller, a_taller, 1.1 * height)
                 - energy_tt(threshold, threshold))

# ---------- output ----------
print(f"shear modulus {mu_gpa:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"misfit {100 * misfit:.1f} %, height {height:.1f} nm, facet angle 25 deg"
      if abs(np.degrees(theta) - 25) < 1e-9 else "facet angle changed")
print(f"surface energy, top and facet: {gamma_top:.1f} eV/nm2")
print(f"biaxial modulus: {biaxial_gpa:.1f} GPa")
print(f"misfit stress: {stress_gpa:.2f} GPa")
print(f"relaxation constant c: {c_el:.4f} eV/nm3")
print(f"c*h: {c_el * height:.4f} eV/nm2")
print(f"Gamma: {Gamma:.4f} eV/nm2")
print(f"Gamma/(c*h): {Gamma / (c_el * height):.4f}")
print(f"phi: {phi:.4f}")
print(f"optimal width alpha0, formula: {alpha0:.2f} nm")
print(f"optimal width, direct minimum: {square_tt:.2f} nm")
print(f"threshold e*alpha0: {threshold:.2f} nm")
print(f"threshold from numerical curvature: {threshold_numeric:.2f} nm")
for a in sizes:
    x = elongation(a)
    gain = at_shape(energy_tt, a, 0.0) - at_shape(energy_tt, a, x)
    print(f"a={a:.0f} nm: x={x:.4f}, width {a * np.exp(-x):.1f} nm, "
          f"length {a * np.exp(x):.1f} nm, gain {gain:.2f} eV")
print(f"strip logarithm: Fourier {strip_numeric:.4f}, formula {strip_formula:.4f}")
print(f"shape change x={x_test}: Fourier {change_numeric:.4f}")
print(f"  logarithms only {change_logs:.4f}, with end terms {change_full:.4f}")
print("With end terms:")
print(f"  threshold {threshold_full:.2f} nm = {threshold_full / alpha0:.4f} alpha0")
print(f"  best square {square_full:.2f} nm = {square_full / alpha0:.4f} alpha0")
print(f"  threshold / best square: {ratio_full:.4f}")
print(f"  smallest scanned elongated size: {first_elongated:.4f} alpha0")
x_full = best_shape(energy_full, 200.0)
print(f"  a=200 nm: width {200 * np.exp(-x_full):.1f} nm, "
      f"length {200 * np.exp(x_full):.1f} nm")
print(f"energy density, best square, no end terms: {density_tt:.5f} eV/nm3")
print(f"energy density, best square, end terms: {density_full:.5f} eV/nm3")
print(f"energy density, long wire: {wire.fun:.5f} eV/nm3")
print("Other neglected effects:")
print(f"  cubic constants C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"  alpha0 with [100] compliance: {alpha_cubic[0]:.1f} nm")
print(f"  alpha0 with [110] compliance: {alpha_cubic[1]:.1f} nm")
print(f"  facet width: {facet_width:.2f} nm, ratio to alpha0 "
      f"{facet_width / alpha0:.3f}")
print(f"  squared facet slope: {np.tan(theta)**2:.3f}")
print(f"  thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"  size excess where gain equals kT: {100 * eps_thermal:.2f} %")
print(f"  Burgers vector: {burgers:.3f} nm")
print(f"  critical thickness, 60-degree dislocation: {h_mixed:.2f} nm")
print(f"  critical thickness, edge dislocation: {h_edge:.2f} nm")
print(f"  energy change, 10 % taller at threshold: {height_change:.1f} eV")
print("every check passed")
```

Running it gives:

```
shear modulus 60 GPa, Poisson ratio 0.20
misfit 2.5 %, height 2.5 nm, facet angle 25 deg
surface energy, top and facet: 8.0 eV/nm2
biaxial modulus: 180.0 GPa
misfit stress: 4.50 GPa
relaxation constant c: 0.2682 eV/nm3
c*h: 0.6705 eV/nm2
Gamma: 1.7736 eV/nm2
Gamma/(c*h): 2.6450
phi: 0.4785
optimal width alpha0, formula: 45.80 nm
optimal width, direct minimum: 45.80 nm
threshold e*alpha0: 124.49 nm
threshold from numerical curvature: 124.49 nm
a=100 nm: x=0.0000, width 100.0 nm, length 100.0 nm, gain 0.00 eV
a=130 nm: x=0.3620, width 90.5 nm, length 186.7 nm, gain 1.24 eV
a=150 nm: x=0.7619, width 70.0 nm, length 321.3 nm, gain 27.74 eV
a=200 nm: x=1.2507, width 57.3 nm, length 698.6 nm, gain 262.35 eV
a=300 nm: x=1.7745, width 50.9 nm, length 1769.2 nm, gain 1555.85 eV
strip logarithm: Fourier 3.8017, formula 3.8026
shape change x=0.7: Fourier 1.6658
  logarithms only 1.4930, with end terms 1.6663
With end terms:
  threshold 83.65 nm = 1.8266 alpha0
  best square 99.31 nm = 2.1685 alpha0
  threshold / best square: 0.8423
  smallest scanned elongated size: 1.8294 alpha0
  a=200 nm: width 47.6 nm, length 839.9 nm
energy density, best square, no end terms: -0.05856 eV/nm3
energy density, best square, end terms: -0.02701 eV/nm3
energy density, long wire: -0.02928 eV/nm3
Other neglected effects:
  cubic constants C11, C12, C44: 166, 64, 80 GPa
  alpha0 with [100] compliance: 56.7 nm
  alpha0 with [110] compliance: 77.9 nm
  facet width: 5.36 nm, ratio to alpha0 0.117
  squared facet slope: 0.217
  thermal energy at 800 K: 0.0689 eV
  size excess where gain equals kT: 1.05 %
  Burgers vector: 0.384 nm
  critical thickness, 60-degree dislocation: 2.94 nm
  critical thickness, edge dislocation: 0.99 nm
  energy change, 10 % taller at threshold: -350.5 eV
every check passed
```
